# Energy-Loss Fluctuations and the Mean Path Length of Implanted Ions: a program that tests the result

```python
# Result under test: energy-loss fluctuations change the mean ion path R(E) by
# dR/dE = [1 - W S'/(2 S^2)]/(N S), and R <= R1 when S rises on all of (0,E).
# S and W are the first and second moments of the energy transfer T over the
# cross section, N is atomic density, R1 is the integral of dE/(N S).
# Implantation units are eV and nm; model tests use dimensionless units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline

nodes, weights = np.polynomial.legendre.leggauss(48)
z48, wz48 = (nodes + 1) / 2, weights / 2


def path_function(u, derivative):
    """Integrate dR/d(ln E), with a local power law below the grid."""
    primitive = CubicSpline(u, derivative).antiderivative()
    exponent = np.log(derivative[1] / derivative[0]) / (u[1] - u[0])
    offset = derivative[0] / exponent
    return lambda x: offset + primitive(x)


def transport(energy, fraction, kernel, electronic, density=1.0, mass_ratio=None):
    """Solve the full path equation; mass_ratio selects projected range."""
    u = np.log(energy)
    nuclear = energy * (kernel * fraction).sum(axis=1)
    second = energy**2 * (kernel * fraction**2).sum(axis=1)
    stopping = nuclear + electronic
    slope = CubicSpline(u, np.log(stopping))(u, 1)
    base = energy / (density * stopping)
    correction = 1 - second * slope / (2 * stopping * energy)
    first = np.searchsorted(u, u[0] - np.log1p(-fraction.max())) + 1
    upper = u[first:, None]
    lower = upper + np.log1p(-fraction)
    cosine = np.ones_like(fraction)
    if mass_ratio is not None:
        cosine = (1 - (1 + mass_ratio) * fraction / 2) / np.sqrt(1 - fraction)
    factor = np.ones_like(energy)
    for _ in range(80):
        path = path_function(u, base * factor)
        collision = density * (kernel[first:] * (path(upper) - cosine * path(lower))).sum(axis=1)
        residual = 1 - collision - electronic[first:] * factor[first:] / stopping[first:]
        factor[first:] += residual
        factor[:first] = factor[first]
    assert np.max(np.abs(residual[len(residual)//2:])) < 1e-5
    return dict(u=u, nuclear=nuclear, electronic=electronic, S=stopping, W=second,
                slope=slope, factor=factor, correction=correction,
                R1=path_function(u, base), R2=path_function(u, base * correction),
                R=path_function(u, base * factor))


# Exact power-law collision integral and the order of the expansion error.
def power_integral(m, gamma):
    def regular(t):
        t = max(t, 1e-14)
        return -np.expm1(2 * m * np.log1p(-t)) / t
    return quad(regular, 0, gamma, weight="alg", wvar=(-m, 0), epsabs=1e-12, epsrel=1e-11)[0]


def power_ratio(m, gamma):
    return 2 * m * gamma**(1-m) / ((1-m) * power_integral(m, gamma))


def second_order_ratio(m, gamma):
    return 1 - (1-2*m) * gamma * (1-m) / (2 * (2-m))


error_ratio = ((power_ratio(1/3, 0.1) - second_order_ratio(1/3, 0.1)) /
               (power_ratio(1/3, 0.05) - second_order_ratio(1/3, 0.05)))
assert 3.7 < error_ratio < 4.6
assert power_ratio(1/3, 0.6) < 1 < power_ratio(0.75, 0.6)
assert abs(power_ratio(0.5, 0.6) - 1) < 1e-9

# Solver against an exact power law with added continuous electronic loss.
m_test, gamma_test, electronic_test = 1/3, 0.6, 0.4
fraction_test = gamma_test * z48**3
energy_test = np.geomspace(1e-8, 1, 360)
kernel_test = (energy_test[:, None]**(-2*m_test) * fraction_test**(-1-m_test)
               * 3 * gamma_test * z48**2 * wz48)
power_solution = transport(energy_test, fraction_test, kernel_test,
                           electronic_test * energy_test**(1-2*m_test))
power_exact = 1 / (power_integral(m_test, gamma_test) + 2*m_test*electronic_test)
assert abs(power_solution["R"](0.0) / power_exact - 1) < 1e-4

# An error in the truncated differential equation excites its extra mode.
gamma_mode = 0.5
moment_ratio = gamma_mode * (1-m_test) / (2-m_test)
mode_exponent = 2 / moment_ratio


def stopping_power_law(e):
    return gamma_mode**(1-m_test) * e**(1-2*m_test) / (1-m_test)


def second_power_law(e):
    return gamma_mode**(2-m_test) * e**(2-2*m_test) / (2-m_test)


def slow_derivative(e):
    return 1 / (stopping_power_law(e) * (1 + (1-2*m_test)*moment_ratio/2))


seed_error = 1e-3
mode_run = solve_ivp(lambda e, y: 2*(stopping_power_law(e)*y-1)/second_power_law(e),
                     (1, 2), [slow_derivative(1)+seed_error], rtol=1e-10, atol=1e-12)
mode_growth = (mode_run.y[0, -1] - slow_derivative(2)) / seed_error
assert abs(mode_growth / 2**mode_exponent - 1) < 1e-4

# Random histories: uniform fractional losses and energy-dependent free paths.
rng = np.random.default_rng(731)


def simulate(powers, cutoff=0.6, count=100000):
    powers = np.array(powers)
    retained = (1-(1-gamma_test)**(powers+1)) / (gamma_test*(powers+1))
    csda_coefficients = 2 / (gamma_test*powers)

    def csda(e):
        return sum(c*e**q for c, q in zip(csda_coefficients, powers))

    energy = np.ones(count)
    path, excess = np.zeros(count), np.zeros(count)
    cut_path, cut_excess, end_energy = np.zeros(count), np.zeros(count), np.zeros(count)
    for _ in range(70):
        terms = [energy**q for q in powers]
        free_path = sum(terms)
        step = rng.exponential(size=count) * free_path
        drift = sum(c*(1-r)*term for c, r, term in zip(csda_coefficients, retained, terms))
        contribution = (drift/free_path - 1) * step
        above = energy >= cutoff
        path += step
        excess += contribution
        cut_path += above * step
        cut_excess += above * contribution
        energy *= 1 - gamma_test*rng.random(count)
        crossed = above & (energy < cutoff)
        end_energy[crossed] = energy[crossed]
    theory = np.sum(1/(1-retained))
    assert abs(path.mean()-theory) < 5*path.std()/np.sqrt(count)
    balance = path + excess
    assert abs(balance.mean()-csda(1)) < 5*balance.std()/np.sqrt(count)
    cut_balance = cut_path + cut_excess + csda(end_energy)
    assert abs(cut_balance.mean()-csda(1)) < 5*cut_balance.std()/np.sqrt(count)
    return path.mean(), path.std()/np.sqrt(count), theory, csda(1), cut_path.mean(), csda(1)-csda(cutoff)


rising = simulate((0.5, 0.9))
falling = simulate((1.3, 1.6))
assert rising[0] < rising[3] and falling[0] > falling[3]
assert rising[4] > rising[5]
free_path_test = energy_test**0.5 + energy_test**0.9
uniform_kernel = 3*z48**2*wz48/free_path_test[:, None]
uniform_solution = transport(energy_test, fraction_test, uniform_kernel, np.zeros_like(energy_test))
assert abs(uniform_solution["R"](0.0)/rising[2]-1) < 2e-4

# Indium in amorphous silicon.
Z_ion, Z_target = 49, 14
M_ion, M_target = 114.8, 28.1
density, initial_energy = 50.0, 1e5
mass_ratio = M_target / M_ion
gamma = 4*M_ion*M_target/(M_ion+M_target)**2
bohr = const.physical_constants["Bohr radius"][0]*1e9
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9
screen_sum = Z_ion**(2/3)+Z_target**(2/3)
screening = (9*np.pi**2/128)**(1/3)*bohr/np.sqrt(screen_sum)
reduced_per_ev = screening*M_target/(Z_ion*Z_target*coulomb*(M_ion+M_target))
mass_energy = M_ion*const.physical_constants["atomic mass constant energy equivalent in MeV"][0]*1e6
thomas_fermi, lenz_jensen = (1.309, 1/3, 2/3), (2.92, 0.191, 0.512)


def universal_function(x, parameters):
    strength, m, q = parameters
    return strength*x**(1-2*m)*(1+(2*strength*x**(2*(1-m)))**q)**(-1/q)


def electronic_stopping(e):
    speed = np.sqrt(2*e/mass_energy)/const.fine_structure
    return 8*np.pi*coulomb*bohr*Z_ion**(7/6)*Z_target/screen_sum**1.5*speed


def implant(parameters=thomas_fermi, electronic_scale=1.0, points=340, order=48, projected=False):
    x_nodes, x_weights = np.polynomial.legendre.leggauss(order)
    z, wz = (x_nodes+1)/2, x_weights/2
    energy = np.geomspace(1e-2, initial_energy, points)
    reduced = reduced_per_ev*energy[:, None]
    x = reduced*z**1.5
    kernel = np.pi*screening**2*universal_function(x, parameters)/x**2*1.5*reduced*np.sqrt(z)*wz
    return transport(energy, gamma*z**3, kernel, electronic_scale*electronic_stopping(energy),
                     density, mass_ratio if projected else None)


result = implant()
fine = implant(points=510, order=72)
u_initial = np.log(initial_energy)
R1, R2, R = (float(result[name](u_initial)) for name in ("R1", "R2", "R"))
grid_change = abs(R/float(fine["R"](u_initial))-1)
assert grid_change < 1e-4
assert np.all(result["slope"] > 0) and R < R1
assert abs(R-R2) < 0.5*(R1-R)

# Moments from direct quadrature over the reduced scattering variable.
reduced_initial = reduced_per_ev*initial_energy
maximum_transfer = gamma*initial_energy
first_integral = quad(lambda x: universal_function(x, thomas_fermi), 0, reduced_initial)[0]
second_integral = quad(lambda x: x**2*universal_function(x, thomas_fermi), 0, reduced_initial)[0]
S_direct = np.pi*screening**2*maximum_transfer*first_integral/reduced_initial**2
W_direct = np.pi*screening**2*maximum_transfer**2*second_integral/reduced_initial**4
assert abs(result["nuclear"][-1]/S_direct-1) < 1e-4
assert abs(result["W"][-1]/W_direct-1) < 1e-4

# High-energy mathematical limit against Rutherford scattering.
limit_energy = 1e11
limit_transfer = 0.3*gamma*limit_energy
limit_x = reduced_per_ev*limit_energy*np.sqrt(0.3)
screened = np.pi*screening**2*universal_function(limit_x, thomas_fermi)/(2*limit_x*limit_transfer)
rutherford = np.pi*(Z_ion*Z_target*coulomb)**2*M_ion/(M_target*limit_energy*limit_transfer**2)
assert abs(screened/rutherford-1) < 1e-3

# Laboratory deflection from the centre-of-mass angle.
angle = np.linspace(0.1, 3.0, 12)
loss_fraction = gamma*np.sin(angle/2)**2
lab_angle = np.arctan2(np.sin(angle), np.cos(angle)+M_ion/M_target)
cosine_formula = (1-(1+mass_ratio)*loss_fraction/2)/np.sqrt(1-loss_fraction)
assert np.allclose(np.cos(lab_angle), cosine_formula, atol=1e-12)

# Sizes of neglected effects and model sensitivity.
other_screening = implant(parameters=lenz_jensen)
other_R1, other_R = (float(other_screening[name](u_initial)) for name in ("R1", "R"))
assert other_R < other_R1
more_electronic = float(implant(electronic_scale=1.3)["R"](u_initial))
projected_range = float(implant(projected=True)["R"](u_initial))
assert projected_range < R
local_loss = 0.045*result["electronic"][-1]/(np.pi*screening**2)
correlation_bound = local_loss*(2*result["nuclear"][-1]+result["electronic"][-1])/result["W"][-1]
last_path = float(result["R"](np.log(20.0)))
lattice_constant = 0.543
string_spacing = lattice_constant/np.sqrt(2)
high_energy_angle = np.sqrt(2*Z_ion*Z_target*coulomb/(initial_energy*string_spacing))
channel_angle = np.degrees(np.sqrt(np.sqrt(3)*screening*high_energy_angle/(np.sqrt(2)*string_spacing)))

print("MODEL TESTS (dimensionless)")
print(f"error ratio on halving gamma from 0.1: {error_ratio:.3f}")
print(f"power-law R/R1, gamma=0.6, m=1/3: {power_ratio(1/3, 0.6):.5f}")
print(f"power-law R/R1, gamma=0.6, m=3/4: {power_ratio(0.75, 0.6):.5f}")
print(f"extra-mode growth for energy doubling, m=1/3, gamma=0.5: {mode_growth:.1f}")
print(f"rising S: simulated R={rising[0]:.4f}, standard error={rising[1]:.4f}")
print(f"rising S: integral-equation R={rising[2]:.4f}, R1={rising[3]:.4f}")
print(f"falling S: simulated R={falling[0]:.4f}, R1={falling[3]:.4f}")
print(f"rising S to cutoff 0.6: simulated path={rising[4]:.4f}, R1 difference={rising[5]:.4f}")
print("INDIUM IN AMORPHOUS SILICON")
print(f"atomic numbers: In={Z_ion}, Si={Z_target}")
print(f"atomic masses: In={M_ion:.1f} u, Si={M_target:.1f} u")
print(f"rough atomic density: {density:.1f} nm^-3")
print(f"initial energy: {initial_energy/1000:.1f} keV")
print(f"maximum transfer fraction gamma: {gamma:.4f}")
print(f"screening length: {screening:.5f} nm")
print(f"reduced energy: {reduced_initial:.4f}")
print(f"nuclear stopping N S_n: {density*result['nuclear'][-1]:.1f} eV/nm")
print(f"electronic stopping N S_e: {density*result['electronic'][-1]:.1f} eV/nm")
print(f"total stopping N S: {density*result['S'][-1]:.1f} eV/nm")
print(f"second moment N W: {density*result['W'][-1]:.4e} eV^2/nm")
print(f"fluctuation ratio W/(S E): {result['W'][-1]/(result['S'][-1]*initial_energy):.4f}")
print(f"logarithmic slope d ln S/d ln E: {result['slope'][-1]:.4f}")
print(f"local N S dR/dE at 100 keV: second order={result['correction'][-1]:.5f}, full={result['factor'][-1]:.5f}")
for energy_kev in (10, 30, 100):
    values = [float(result[name](np.log(1000*energy_kev))) for name in ("R1", "R2", "R")]
    print(f"{energy_kev} keV: R1={values[0]:.3f} nm, R2={values[1]:.3f} nm, R={values[2]:.3f} nm")
print(f"second-order shortening at 100 keV: {R1-R2:.3f} nm = {100*(1-R2/R1):.2f} %")
print(f"full shortening at 100 keV: {R1-R:.3f} nm = {100*(1-R/R1):.2f} %")
print(f"relative grid change of R: {grid_change:.1e}")
print("NEGLECTED EFFECTS AND SENSITIVITY AT 100 keV")
print(f"Lenz-Jensen: R1={other_R1:.3f} nm, R={other_R:.3f} nm, shortening={100*(1-other_R/other_R1):.2f} %")
print(f"R with electronic stopping 30 % stronger: {more_electronic:.3f} nm")
print(f"largest local electronic loss in exponential profile: {local_loss:.1f} eV")
print(f"bound on added W from correlated electronic loss: {100*correlation_bound:.2f} %")
print(f"model path below 20 eV: {last_path:.3f} nm")
print(f"mean projected range: {projected_range:.3f} nm")
print(f"silicon lattice constant, rough: {lattice_constant:.3f} nm")
print(f"estimated <110> channelling angle: {channel_angle:.2f} degrees")
print("checks complete")
```

Running it gives:

```
MODEL TESTS (dimensionless)
error ratio on halving gamma from 0.1: 4.086
power-law R/R1, gamma=0.6, m=1/3: 0.95309
power-law R/R1, gamma=0.6, m=3/4: 1.03307
extra-mode growth for energy doubling, m=1/3, gamma=0.5: 1024.0
rising S: simulated R=9.5094, standard error=0.0121
rising S: integral-equation R=9.4980, R1=10.3704
falling S: simulated R=5.1248, R1=4.6474
rising S to cutoff 0.6: simulated path=3.6982, R1 difference=2.8677
INDIUM IN AMORPHOUS SILICON
atomic numbers: In=49, Si=14
atomic masses: In=114.8 u, Si=28.1 u
rough atomic density: 50.0 nm^-3
initial energy: 100.0 keV
maximum transfer fraction gamma: 0.6319
screening length: 0.01069 nm
reduced energy: 0.2128
nuclear stopping N S_n: 2178.4 eV/nm
electronic stopping N S_e: 279.9 eV/nm
total stopping N S: 2458.4 eV/nm
second moment N W: 4.9123e+07 eV^2/nm
fluctuation ratio W/(S E): 0.1998
logarithmic slope d ln S/d ln E: 0.1120
local N S dR/dE at 100 keV: second order=0.98881, full=0.98632
10 keV: R1=10.082 nm, R2=9.695 nm, R=9.622 nm
30 keV: R1=21.517 nm, R2=20.778 nm, R=20.639 nm
100 keV: R1=52.274 nm, R2=50.975 nm, R=50.724 nm
second-order shortening at 100 keV: 1.300 nm = 2.49 %
full shortening at 100 keV: 1.550 nm = 2.97 %
relative grid change of R: 1.8e-09
NEGLECTED EFFECTS AND SENSITIVITY AT 100 keV
Lenz-Jensen: R1=81.247 nm, R=76.335 nm, shortening=6.05 %
R with electronic stopping 30 % stronger: 49.506 nm
largest local electronic loss in exponential profile: 701.5 eV
bound on added W from correlated electronic loss: 6.62 %
model path below 20 eV: 0.153 nm
mean projected range: 46.194 nm
silicon lattice constant, rough: 0.543 nm
estimated <110> channelling angle: 5.04 degrees
checks complete
```
